# Why Trilinear Polar Coupling in Fluorite Needs X Modes of Opposite Parity

Consider one oxygen ion in cubic HfO\(_2\). Four hafnium ions surround it at the corners of a tetrahedron. Displace the oxygen by \(\mathbf u\) and hold everything else fixed. Which cubic terms can its energy contain?

The oxygen site has twofold rotation axes along \(x\), \(y\) and \(z\). Each rotation reverses two components of \(\mathbf u\), so an invariant monomial must have its three exponents all even or all odd. At third order the exponents add up to an odd number, which leaves

\[
W_3=g\,\sigma\,u_xu_yu_z .
\]

The factor \(\sigma=\pm1\) is needed because the tetrahedra come in two orientations. Put a hafnium ion at the origin and let \(a\) be the cubic edge. Inversion about this ion takes the oxygen site \(\mathbf r\) to \(-\mathbf r\) and the displacement \(\mathbf u\) to \(-\mathbf u\). The energy is unchanged but \(u_xu_yu_z\) is reversed, so the coefficient must be opposite at the two sites. With oxygens at coordinates \(\pm a/4\), and their periodic repeats,

\[
\sigma(\mathbf r)=\sin\frac{2\pi x}{a}\,\sin\frac{2\pi y}{a}\,\sin\frac{2\pi z}{a}.
\]

Now move all the oxygens together. Each receives the same shift \(p_x\) along \(x\), which is the polar mode. Add a shift along \(y\) whose sign alternates between layers, \(s_L=\sin(2\pi z/a)\), and a shift along \(z\) whose sign alternates between columns, \(s_C=\sin(2\pi x/a)\sin(2\pi y/a)\). Their amplitudes are \(L_y\) and \(C_z\). The cubic cell (12 atoms) contains eight oxygens, so

\[
\sum_{\rm O}g\sigma\,p_x(s_LL_y)(s_CC_z)
=g\,p_xL_yC_z\sum_{\rm O}\sigma s_Ls_C=8g\,p_xL_yC_z ,
\]

because \(s_Ls_C=\sigma\) and \(\sigma^2=1\). Replace the layer mode by a second column mode, \(C_y\). The site signs become \(\sigma s_C^2=\sigma\), and their sum vanishes because the two orientations are equally numerous. Two layer modes cancel in the same way. The polar shift needs one pattern of each kind, since only their product follows the alternation of the cages.

**From cages to parity**

The layer and column patterns belong to the same arm of the star of X, with wave vector \(\mathbf k=(0,0,2\pi/a)\). The primitive cell has three ions, so this arm carries nine displacement patterns. Besides \(L_i\) and \(C_i\), with \(i=x,y,z\), there are three hafnium modes \(H_i\), with sign \(\cos(2\pi z/a)\).

Inversion about the origin changes a displacement field into \(\mathbf u'(\mathbf r)=-\mathbf u(-\mathbf r)\). The outer minus sign arises because a displacement is a vector. For a field \(s(\mathbf r)\mathbf e_i\), an odd sign function therefore gives an even mode, and an even sign function gives an odd mode:

- \(L_i\): \(s\) is odd, so the parity is \(+1\).
- \(C_i\) and \(H_i\): \(s\) is even, so the parity is \(-1\).
- \(p_i\): \(s\) is constant, so the parity is \(-1\).

Let \(Q_1,Q_2\) be two modes of this arm with parities \(\pi_1,\pi_2\). The energy of the undistorted crystal's ions, at fixed cell and zero macroscopic field, obeys

\[
E(p,Q_1,Q_2)=E(-p,\pi_1Q_1,\pi_2Q_2).
\]

Insert a term \(\gamma pQ_1Q_2\) on both sides. Equality requires \(\gamma=-\pi_1\pi_2\gamma\). A nonzero \(\gamma\) is therefore possible only if \(\pi_1\pi_2=-1\). This argument uses no force law and includes the hafnium modes, which the cage picture left out.

Translations explain the restriction to one arm. A lattice vector is \(\mathbf R=(a/2)(n_1,n_2,n_3)\) with \(n_1+n_2+n_3\) even. It multiplies a mode of the \(z\) arm by \((-1)^{n_3}\) and a mode of the \(x\) arm by \((-1)^{n_1}\), while \(p\) is unchanged. Two modes of the \(z\) arm give a product that is always invariant. One mode from each arm gives \((-1)^{n_1+n_3}\), which is \(-1\) for \(\mathbf R=(a/2)(1,1,0)\), so that product is forbidden whatever the parities. The other pairs of arms follow by relabelling the axes.

**Does the choice of centre matter?**

Inversion about a point \(\mathbf c\) is inversion about the origin followed by translation through \(2\mathbf c\). If \(\mathbf c\) is a hafnium site, it is itself a lattice vector, so \(2\mathbf c\) has even \(n_3\) and every parity stays the same. If \(\mathbf c=(a/4,0,a/4)\), midway between two hafnium ions, then \(2\mathbf c=(a/2)(1,0,1)\) and all nine parities reverse. The parity of one mode thus depends on the centre, but the product \(\pi_1\pi_2\) does not.

**What equal parity forbids**

If both modes are even, inversion alone gives \(E(p,Q_1,Q_2)=E(-p,Q_1,Q_2)\). If both are odd, inversion gives \(E(-p,-Q_1,-Q_2)\), and a lattice translation with odd \(n_3\) restores the signs of both \(Q\)s without affecting \(p\). In either case every odd power of \(p\) is absent, at any order in the amplitudes.

This excludes any force on \(p\) at \(p=0\). It does not exclude a polar instability: even terms such as \(p^2Q_1^2\) are allowed, and if they made the stiffness of \(p\) negative, either sign of polarization would be equally favourable.

**Why opposite parity is not enough**

The mirror planes through hafnium impose further conditions. Under them a field \(s(\mathbf r)\mathbf e_i\) behaves like the product of \(s\) and the coordinate \(x_i\). Since squares do not matter, the signatures are

\[
p_i,H_i\sim x_i,\qquad L_i\sim z\,x_i,\qquad
C_x\sim y,\quad C_y\sim x,\quad C_z\sim xyz .
\]

An allowed product must be even in \(x\), \(y\) and \(z\) separately. For \(p_iL_j\) the signature is \(x_ix_jz\), and the odd partner must match it:

- \(i=j\) gives \(z\), matched by \(H_z\): three products.
- \(i,j\) equal to \(x,y\) in either order gives \(xyz\), matched by \(C_z\): two products.
- \(i,j\) equal to \(x,z\) in either order gives \(x\), matched by \(H_x\) and \(C_y\): four products.
- \(i,j\) equal to \(y,z\) in either order gives \(y\), matched by \(H_y\) and \(C_x\): four products.

Thus 13 of the \(3\times3\times6=54\) opposite-parity products survive. The product \(p_zL_zC_z\) has opposite parities but is odd in \(x\) and in \(y\), so it vanishes.

**A crystal with numbers**

A rigid-ion crystal makes the coupling computable. The ions carry charges \(+4e\) and \(-2e\), the edge is \(a=0.510\) nm, and Hf–O pairs repel with energy \(Ae^{-r/\rho}\), where \(\rho=0.035\) nm. Zero pressure fixes \(A=1405.6\) eV. The boundary is conducting, so there is no macroscopic field.

In this model \(\gamma=8g\) holds even though the oxygens interact with one another. A uniform oxygen shift leaves all O–O separations unchanged, so only the Hf–O energy contributes to a derivative that includes \(p_x\). Let \((X,Y,Z)\) point from a hafnium ion to the oxygen, and define \(D=(1/r)\,d/dr\). For any function of distance \(\partial_xf(r)=X\,Df\). Repeating this for \(y\) and \(z\), which do not act on \(X\), gives

\[
g=\sum_{\rm Hf}XYZ\,D^3\phi(r),\qquad
\phi=Ae^{-r/\rho}-\frac{8e^2}{4\pi\varepsilon_0r},
\]

\[
D^3\phi=-Ae^{-r/\rho}\left[\frac1{\rho^3r^3}+\frac3{\rho^2r^4}+\frac3{\rho r^5}\right]
+\frac{120\,e^2}{4\pi\varepsilon_0r^7}.
\]

The sum is evaluated at a site with \(\sigma=+1\), where \(XYZ>0\) for the four nearest hafnium ions. Repulsion and attraction contribute there with opposite signs. The lattice sum gives \(g=-1.864\times10^4\) eV/nm\(^3\), hence \(8g=-1.491\times10^5\) eV/nm\(^3\). A finite-difference derivative of the full crystal energy gives the same \(\gamma\) to four digits. The negative sign means that the cubic term favours moving the oxygen at \((a/4,a/4,a/4)\) along \((1,1,1)\), away from the hafnium at the origin.

Finite differences also test the selection rule. All 81 equal-parity couplings are below \(2\times10^{-4}\) eV/nm\(^3\) in magnitude, while the 13 allowed ones exceed \(10^5\) eV/nm\(^3\). Changing the repulsion strength by \(+10\) % in one cage orientation and \(-10\) % in the other removes inversion but keeps the translations. The largest coupling between modes formerly of equal parity then becomes \(5.7\times10^4\) eV/nm\(^3\). The coordinate mirrors are lost together with inversion, because each is inversion combined with a twofold rotation that survives. The remaining translations and rotations therefore do not enforce all these zeros by themselves.

**How two nonpolar modes produce polarization**

Freeze \(C_z=0.020\) nm, the tetragonal distortion, and \(L_y=0.010\) nm. To lowest order the part of the energy that depends on \(p_x\) is

\[
E=\tfrac12Kp_x^2+\gamma p_xL_yC_z,\qquad K=3741.5\ \text{eV/nm}^2
\]

per cubic cell. Setting \(\partial E/\partial p_x=0\) gives

\[
p_x=-\frac{\gamma L_yC_z}{K}
=\frac{(1.491\times10^5)(0.010)(0.020)}{3741.5}\ \text{nm}
=0.0080\ \text{nm}.
\]

Eight oxygens of charge \(-2e\) give a dipole \(-16ep_x\) per cell. Dividing by \(a^3\) gives a polarization of \(-15.4\) μC/cm\(^2\), negative because the oxygens moved towards positive \(x\).

A field \(\mathcal E\) along \(x\) adds the energy \(+16ep_x\mathcal E\). The frozen modes therefore act like a field \(\gamma L_yC_z/(16e)=-18.6\) MV/cm. Reversing one X mode reverses the polarization; reversing both leaves it unchanged, as the lattice translation requires.

With the X modes and all other displacements still fixed, minimizing the full model energy over \(p_x\) gives 0.0066 nm and \(-12.8\) μC/cm\(^2\), about 17 % less in magnitude than the trilinear estimate. Multiply both X amplitudes by \(s\). The leading shift scales as \(s^2\), and the next terms, such as \(p_x^2C_z^2\) and \(p_xL_yC_z^3\), change it by a relative amount of order \(s^2\). The numbers agree: the deviation is \(-1.34\) % at one quarter of the amplitudes and \(-0.34\) % at one eighth, once the finite-step error in \(\gamma\) is removed. The listed output uses a single step and is about 0.01 percentage points larger in magnitude.

The energy difference between \(p_x=+0.005\) and \(-0.005\) nm shows the rule at finite amplitude. With \(C_z\) and \(L_y\) frozen it is \(-312\) meV per cell, of which the trilinear term supplies \(2\gamma p_xL_yC_z=-298\) meV. If \(L_y\) is replaced by \(C_y\) of the same amplitude, the difference vanishes to numerical precision.

**Beside real hafnia**

Ferroelectric hafnia films have remanent polarizations of very roughly 10 to 30 μC/cm\(^2\) and coercive fields of roughly 1 MV/cm. The model polarization falls in that range, but this is not a prediction, because the X amplitudes were chosen by hand. The model's cubic phase is stable against each of them separately, whereas undoped bulk hafnia is not cubic at room temperature. The 18.6 MV/cm is the strength of an internal drive, not a switching field. Real capacitors also break the assumption of perfect screening. For a film polarized along its normal with no screening charge at all, and with the X modes held fixed, the trilinear polarization falls from 15.4 to 1.5 μC/cm\(^2\) in magnitude. This is the largest of the omitted effects sized here. The rigid ions lack electronic polarization, which would change that figure.

Two other changes affect the polarization less in this model. Expanding the edge by 1 %, with the repulsion and X amplitudes fixed, gives \(-15.1\) μC/cm\(^2\). Both \(K\) and \(\gamma\) fall by about 14 %, so their ratio hardly changes. Shortening the repulsion range to 0.030 nm and refitting its strength at zero pressure gives \(-16.3\) μC/cm\(^2\). Only the ratio is this insensitive: \(K\) and \(\gamma\) each roughly double, and the internal drive rises from 18.6 to 40 MV/cm in magnitude. Lengthening the range to 0.037 nm already makes the cubic phase unstable against \(C_z\), and between 0.041 and 0.042 nm both \(K\) and \(\gamma\) change sign. The size and sign of \(\gamma\) and the stability of the cubic phase therefore belong to this choice of parameters. Thermal and zero-point motion is also left out. An independent-oscillator estimate gives an oxygen displacement of about 0.005 nm rms per axis at 300 K. It misses the soft branches: the full harmonic phonon spectrum of the model gives about 0.007 nm, roughly two thirds of \(L_y\). The values of \(K\) and \(\gamma\) used here are for ions at rest; finding how this motion changes them would require averaging the energy over the displacements.

These corrections alter the size of an allowed response, but the zeros rest on symmetry. The mirror zeros can fail under a shear of the cell, even though inversion survives. The equal-parity zeros can fail if defects or ordered substitution remove inversion from the reference crystal, or if the polar shift is not uniform. A gradient of \(p\) is even under inversion, because both the derivative and \(p\) change sign, so parity no longer forbids its coupling to two X modes of equal parity.

The numerical output below lists the individual couplings.

## Table of computed values

```
cubic edge a = 0.510 nm; repulsion range = 0.035 nm
charges Hf, O = +4, -2 e
repulsion strength from zero pressure = 1405.6 eV
parity about Hf: L_x +1, L_y +1, L_z +1, C_x -1, C_y -1, C_z -1, H_x -1, H_y -1, H_z -1
parity about Hf-Hf midpoint (a/4,0,a/4): L_x -1, L_y -1, L_z -1, C_x +1, C_y +1, C_z +1, H_x +1, H_y +1, H_z +1
equal-parity products tested = 81
largest equal-parity coupling = 1.7e-04 eV/nm^3
opposite-parity products tested = 54
opposite-parity products allowed by mirrors = 13
largest mirror-forbidden coupling = 1.7e-04 eV/nm^3
  coupling p_x L_x H_z = 1.5281e+05 eV/nm^3
  coupling p_x L_y C_z = -1.4912e+05 eV/nm^3
  coupling p_x L_z C_y = -1.4912e+05 eV/nm^3
  coupling p_x L_z H_x = 1.5281e+05 eV/nm^3
  coupling p_y L_x C_z = -1.4912e+05 eV/nm^3
  coupling p_y L_y H_z = 1.5281e+05 eV/nm^3
  coupling p_y L_z C_x = -1.4912e+05 eV/nm^3
  coupling p_y L_z H_y = 1.5281e+05 eV/nm^3
  coupling p_z L_x C_y = -1.4912e+05 eV/nm^3
  coupling p_z L_x H_x = 1.5281e+05 eV/nm^3
  coupling p_z L_y C_x = -1.4912e+05 eV/nm^3
  coupling p_z L_y H_y = 1.5281e+05 eV/nm^3
  coupling p_z L_z H_z = 3.8982e+05 eV/nm^3
largest coupling between different arms = 2.3e-04 eV/nm^3
control, cage repulsions changed by +/- 10 %:
  largest equal-parity coupling = 5.677e+04 eV/nm^3
odd-in-p energy, mixed even modes = 5.7e-14 eV per cell
odd-in-p energy, mixed odd modes = 5.7e-14 eV per cell
cage derivative g, lattice sum = -1.8638e+04 eV/nm^3
cage derivative, orientation + = -1.8640e+04 eV/nm^3
cage derivative, orientation - = 1.8640e+04 eV/nm^3
8 g = -1.4910e+05; gamma = -1.4912e+05 eV/nm^3
polar stiffness K = 3741.5 eV/nm^2 per cell
stiffness of C_z = 504.8 eV/nm^2 per cell
stiffness of L_y = 1921.5 eV/nm^2 per cell
frozen amplitudes C_z = 0.020 nm, L_y = 0.010 nm
effective field along x = -18.64 MV/cm
trilinear shift p_x = 0.00797 nm
trilinear polarization = -15.40 uC/cm^2
all-order shift p_x = 0.00663 nm; L_y reversed: -0.00663 nm
all-order shift, both X modes reversed = 0.00663 nm
all-order polarization = -12.81 uC/cm^2
relative deviation at 1/4, 1/8 amplitudes = -1.350, -0.348 %
E(p)-E(-p) at p_x = 0.005 nm, C_z with L_y = -311.87 meV
E(p)-E(-p) at p_x = 0.005 nm, C_z with C_y = 5.7e-11 meV
polarization left with no screening charge = -1.49 uC/cm^2
oxygen rms motion per axis at 300 K (Einstein) = 0.0047 nm
trilinear polarization, edge +1 % = -15.09 uC/cm^2
trilinear polarization, range 0.030 nm = -16.34 uC/cm^2
polarization from applied 1 MV/cm = 0.83 uC/cm^2
```
